Quadratic Zeeman effect within a hydrogen shell and the Solov'ev–Herrick invariant

**1. Definitions and conventions**

Atomic units are used. The nucleus is fixed, spin and relativity are dropped, and the field B points along z:

H = p²/2 − 1/r + γL_z/2 + γ²ρ²/8, ρ² = x² + y², γ = B/B₀,

with B₀ the atomic unit of flux density. L_z = m is conserved and ρ² does not depend on the sign of m, so m ≥ 0. P projects on the field-free shell n, of energy E₀ = −1/(2n²). To first order in γ² the levels follow from the eigenvalues of Pρ²P. The scaled Runge–Lenz vector is

A = n[(p×L − L×p)/2 − r̂], A_i = n[x_i p² − (r·p)p_i + ip_i − x_i/r].

From field-free hydrogen I take the algebra on the shell: [L_i,L_j] = [A_i,A_j] = iε_ijk L_k, [L_i,A_j] = iε_ijk A_k, L·A = 0, L² + A² = n² − 1. Then J₁ = (L+A)/2 and J₂ = (L−A)/2 are commuting angular momenta with j = (n−1)/2. The Solov'ev–Herrick invariant is

Λ = 4A² − 5A_z².

π_z is the parity under z → −z; the full parity is π_z(−1)^m.

**2. Simple case: one ellipse, then n = 1 and 2**

A Kepler orbit has semi-major axis n², |A| = ne, |L| = n√(1−e²). With eccentric anomaly u the coordinates along the axes are X = n²(cos u − e), Y = n²√(1−e²) sin u, and time is weighted by 1 − e cos u. Using ⟨cos²u⟩ = ½ and the vanishing of odd powers,

⟨X²⟩ = n⁴(½ + e² + e²) = (n²/2)(L² + 5A²), ⟨Y²⟩ = (n²/2)L², ⟨XY⟩ = 0,

since L² + 5A² = n²(1 + 4e²). The tensor that has these values, and zero along L, is ⟨x_a x_b⟩ = (n²/2)(L²δ_ab − L_aL_b + 5A_aA_b). Its trace minus its zz element, with L² = n² − A², is

⟨ρ²⟩ = (n²/2)(2L² + 5A² − L² + L_z² − 5A_z²) = (n²/2)(n² + L_z² + Λ).

In 1s, A = L = 0 and ⟨ρ²⟩ = (2/3)·3 = 2 = ½(1 + 3), which suggests n² → n² + 3. In n = 2, ⟨r²⟩ = ½(24 − 120 + 180) = 42 for 2s and 720/24 = 30 for 2p, so ⟨ρ²⟩ = 28, 12, 24 for 2s, 2p₀, 2p₁ (angular factors 2/3, 2/5, 4/5). Here j = ½, so A_z² = 1 for m = 0 and 0 for m = 1, and A² = 3 − L². Thus Λ = 7, −1, 4, and 2(7 + m² + Λ) gives 28, 12, 24. The conjecture is

Pρ²P = (n²/2)(n² + 3 + m² + Λ). (1)

**3. Any n: ρ² in parabolic states**

Put s = (r+z)/n, v = (r−z)/n, so ρ² = n²sv, z = n(s−v)/2, and the volume element is ∝ (s+v) ds dv dφ. The shell states are u_{n₁}(s)u_{n₂}(v)e^{imφ}, n₁ + n₂ + m + 1 = n, with u_k = √[k!/(k+m)!] s^{m/2}e^{−s/2}L_k^m(s) orthonormal under ds. The Laguerre recurrence reads

s = 2K₀ − K₊ − K₋, K₀u_k = (k + (m+1)/2)u_k, K₊u_k = √[(k+1)(k+1+m)] u_{k+1},

with K₋ the transpose of K₊. Let a and b be the K₀ values of the two factors, and q = n₁ − n₂, so a + b = n, a − b = q. The norm is ⟨s+v⟩ = 2n, and s + v has no element between different shell states because it changes only one of n₁, n₂. Hence ρ² → (n/2)(s²v + sv²), keeping terms that conserve n₁ + n₂.

Diagonal. With k = a − (m+1)/2, k(k+m) + (k+1)(k+1+m) = 2a² − (m²−1)/2, so ⟨s²⟩ = 6a² − c, c = (m²−1)/2. Then

2b(6a² − c) + 2a(6b² − c) = n(12ab − 2c), ab = (n² − q²)/4,

⟨ρ²⟩ = (n²/2)(3n² + 1 − m² − 3q²).

Off-diagonal, n₁ → n₁+1, n₂ → n₂−1. The one-step raising part of s² is −2(K₀K₊ + K₊K₀) → −2(2a+1)K₊, and v gives −K₋. The lowering part of v² is −2(2b−1)K₋, and s gives −K₊. The sum of coefficients is 4(a+b) = 4n, so the element is

2n²w, w = √[(n₁+1)(n₁+1+m) n₂(n₂+m)].

Two-step terms are absent because each product has one linear factor. Likewise z → (s² − v²)/4 is diagonal, with value (6a² − 6b²)/4 = 3nq/2.

Limit: n = 1 gives 2; n = 2, m = 0 gives diagonal 20 and off-diagonal 8, with eigenvalues 28 and 12.

**4. Λ in the same states**

First A_z. P[H₀,O]P = 0 for any O. O = x_i gives Pp_iP = 0. O = r²p_i gives P[2(r·p)p_i − x_i/r]P = 0, from i[H₀,r²] = 2r·p − 3i and i[H₀,p_i] = −x_i/r³. O = x_i r·p gives P[(r·p)p_i + x_i(2E₀ + 1/r)]P = 0, from i[H₀,r·p] = p² − 1/r and p²P = (2E₀ + 2/r)P. Eliminating (r·p)p_i, Px_i/rP = −(4E₀/3)Px_iP. In the definition of A_i this leaves n[2E₀x_i + x_i/r − x_i/(2r)] → (4nE₀/3)x_i, that is

P r P = −(3n/2)A, A_z = −q.

The parabolic states are therefore the states |m₁,m₂⟩ of J₁z, J₂z with m₁ = (m−q)/2, m₂ = (m+q)/2, up to phases. From A = J₁ − J₂,

A² = (n²−1)/2 − (m²−q²)/2 − (J₁₊J₂₋ + J₁₋J₂₊).

The step q → q+2 is J₁₋J₂₊, with squared modulus (j+m₁)(j−m₁+1)(j−m₂)(j+m₂+1) = (n₂+m)(n₁+1)n₂(n₁+m+1) = w². The diagonal of Λ is

d = 2(n²−1) − 2(m²−q²) − 5q² = 2n² − 2 − 2m² − 3q²,

and n² + 3 + m² + d = 3n² + 1 − m² − 3q² agrees with section 3. The off-diagonal modulus 4w times n²/2 is 2n²w. The sign remains. L² is a real operator on the factor of e^{imφ}, so its elements are ±w. Multiplying basis states by signs σ_i makes all of them negative; then replacing components by their moduli cannot raise the Rayleigh quotient and the recurrence forbids a zero, so the lowest eigenvector is σ_i times positive numbers. That vector is l = m, proportional to ρ^m e^{−r/n}L_{n−m−1}^{2m+1}(s+v). Multiplying the generating functions (1−g)^{−m−1}exp[−sg/(1−g)] for s and v gives L_N^{2m+1}(s+v) = Σ L_i^m(s)L_{N−i}^m(v), all coefficients positive. So all σ_i are equal, L² has −w, A² = n² − 1 − L² has +w, Λ has +4w, and (1) holds:

E = −1/(2n²) + γm/2 + (γ²n²/16)(n² + 3 + m² + Λ). (2)

The program asserts (1), the elements with their signs and A_z = −q in exact arithmetic at n = 5, m = 0, 1, 2, with A as a differential operator. At n = 3 it also asserts the dipole relation and the tensor form (n²/2)[(L²+2)δ_ab − ½{L_a,L_b} + (5/2){A_a,A_b}], which is not derived here.

Parity. A tridiagonal matrix with nonzero links has a simple spectrum, since the first component fixes the eigenvector, so no doublet is exactly degenerate. Reflection in z swaps n₁ and n₂. Let N = n − m. For even N the even and odd blocks differ only by ±4w on the last diagonal element, a positive rank-one difference; for odd N the odd block is the even block with the centre row and column removed. In both cases the eigenvalues interlace with an even level on top. The k-th level from the top has π_z = (−1)^k, the lowest (−1)^{n−m−1}; for n = 2 the lowest is 2p₀, odd.

**5. Classical map of Λ at fixed m**

Take |J₁| = |J₂| = n/2 and φ the difference of their azimuths. Since J₁z dφ₁ + J₂z dφ₂ = m d(φ₁+φ₂)/2 + (A_z/2)dφ, the momentum conjugate to φ is p = q/2 up to sign. The product of transverse lengths is D/4, so

Λ = 2n² − 2m² − 3q² − 2D cos φ,

D² = [n² − (m+q)²][n² − (m−q)²] = U² − 4n²m², U = n² + m² − q².

Λ generates the slow drift of the ellipse. A form αp² + βφ² has level spacing ω = 2√(αβ). Near q = 0, D ≈ (n²−m²) − q²(n²+m²)/(n²−m²).

Maximum. At φ = π both −3q² and 2D are largest at q = 0, so Λ_max = 4(n² − m²). With δ = φ − π the decrease is q²(5n²−m²)/(n²−m²) + (n²−m²)δ², and ω = 4√(5n² − m²). A lies in the xy plane.

Circular orbit. At q = φ = 0, A = 0 and Λ ≈ q²(5m²−n²)/(n²−m²) + (n²−m²)φ². This is a minimum with ω = 4√(5m²−n²) if m > n/√5, and a saddle if m < n/√5.

Wells. On φ = 0 let f be Λ as a function of q². Since dD/d(q²) = −U/D, f′ = −3 + 2U/D and f″ = 2(U²−D²)/D³ = 8n²m²/D³, which is positive for m > 0, so a stationary point is then the minimum. 2U = 3D gives 5U² = 36n²m², U = 6nm/√5, D = 4nm/√5, and

q₀² = n² + m² − 6nm/√5 = (n − √5m)(n − m/√5),

Λ_min = −n² − 5m² + 3U − 2D = −(n − √5m)².

The wells exist for m < n/√5 = 0.4472n. For m > 0, α = 8q₀²f″ (from δq = 2δp) and β = D, so ω = 16q₀nm/D = 4√5q₀. At m = 0, Λ = −q² on φ = 0, and the minimum −n² lies at the ends q = ±n, where A points along the field axis. This expansion does not apply there, but its limit ω → 4√5n is the spacing found in section 7.

Classification. Λ = 4A_⊥² − A_z². If Λ < 0, A_z cannot vanish and A stays inside one of two cones about ±z with tan θ < ½, θ < 26.57°: these are vibrators, with two mirror trajectories for each Λ. If Λ > 0 the contour is a single closed curve that crosses q = 0 and is its own mirror image: these are rotators. In the (q, φ) chart it circles the maximum when Λ exceeds the value (n − m)(5m − n) taken at the ends q = ±(n − m), which always holds for m < n/5. Below that value it circles φ = 0 instead: the saddle and both wells for n/5 < m < n/√5, the minimum at A = 0 for m > n/√5. At m = 0, D = n² − q², and Λ > 0 means q²/n² < 4sin²(φ/2)/[1 + 4sin²(φ/2)]. With y = cos(φ/2) the area fraction is

(2/π)∫₀¹ 2dy/√(5 − 4y²) = (2/π)arcsin(2/√5) = (2/π)arctan 2,

so vibrators hold (2/π)arctan ½ = 0.29517 of the m = 0 states as n → ∞. The count at n = 2000 is 0.29500. The three frequencies are asserted to 2% against the matrix at n = 1000.

**6. Rotators**

The commutators of section 1 show that λ = (A_x, A_y, L_z) is an angular momentum. It is J₁ plus J₂ turned by π about z, so λ = m, …, n−1, and exactly

Λ = 4(λ² − m²) − A_z².

Where A_z² is small against n², Λ is close, on the scale of n², to a rotor 4λ(λ+1) − 4m², which explains the name.

For fixed m and k at large n, write the link at its midpoint ā = a + ½ = n/2 + p, b̄ = n − ā:

w = √[(ā² − m²/4)(b̄² − m²/4)] = n²/4 − p² − m²/4 + O(1/n),

where p² = O(n). Let e^{iδ} shift p by one. A shift with a coefficient taken at the midpoint is the Weyl ordering of the product, so the Weyl symbol is

2n² − 2 − 2m² − 12p² + (2n² − 2m² − 8p²)cos δ = 4n² − 2 − 4m² − (20p² + n²δ²) + n²δ⁴/12 + 4p²δ² + O(1/n).

The bracket is an oscillator ω(X² + Π²)/2 with ω = 4√5n, δ² = ωX²/(2n²), p² = ωΠ²/40. As ω² = 80n², the quartic terms are (5/3)X⁴ + 4X²Π². With ν = k + ½, ⟨X⁴⟩ = (3/2)(ν² + ¼). Weyl ordering commutes with rotations of the (X,Π) plane, and the angular means of cos⁴ and cos²sin² are 3/8 and 1/8, so X²Π² has one third of that value. The sum is (5/2 + 2)(ν² + ¼), second order is O(1/n), and

Λ_rot = 4n² − 4√5nν + (9/2)ν² − 7/8 − 4m² + O(1/n). (3)

Limit: 4√(5n²−m²) → 4√5n, and the constant −4m² is that of Λ_max. The rotor alone has 16p² in place of 20p² and spacing 8n, so λ is not an exact label. Near the top the two oscillators differ by a fixed change of width, whatever n is, so the label is good for the first few k and worsens as k grows.

**7. Vibrators**

Multiply the states by (−1)^{n₁}, which makes all links −4w, and work near n₁ = 0. With q = 2a − n, d = −n² − 2 − 2m² + 12a(n−a). The link is K₊ times √(b̄² − m²/4) = n − (K₀ + ½) + O(1/n), and K₊(K₀ + ½) = ½{K₀,K₊} because K₀K₊ = K₊(K₀ + 1). With K₁ = (K₊+K₋)/2,

Λ = −n² − 2 − 2m² + n(12K₀ − 8K₁) − 12K₀² + 4{K₀,K₁} + O(1/n).

K₀, K₁ and K₂ = (K₊−K₋)/2i close into su(1,1), and the boost generated by K₂ maps them unitarily to T₀ = K₀cosh β − K₁sinh β, T₁ = K₁cosh β − K₀sinh β, T₂ = K₂. For cosh β = 3/√5, sinh β = 2/√5, 12K₀ − 8K₁ = 4√5T₀, with the spectrum of K₀: τ = K + (m+1)/2, K = 0, 1, …. Inverting, K₀ = (3T₀ + 2T₁)/√5 and K₁ = (2T₀ + 3T₁)/√5. T₁ changes K by one, so terms linear in T₁ have no diagonal element:

−12[(9/5)τ² + (4/5)⟨T₁²⟩] + 4(12/5)[τ² + ⟨T₁²⟩] = −12τ²,

Λ_vib = −n² + 4√5nτ − 12τ² − 2 − 2m² + O(1/n). (4)

Limit: K = 0 and τ ≈ m/2 give −n² + 2√5nm − 5m², the classical Λ_min. The term 2√5n(2K + m + 1) is a two-dimensional oscillator, the tip of A vibrating about the axis. The mirror well gives the same value, so each (K,m) is a doublet. The program asserts that the residuals of (3) and (4), extrapolated in 1/n from n = 400 and 800, are below 0.01 for m ≤ 2 and k, K ≤ 1.

**8. The doublet splitting**

Well function. Try c_i = tⁱ√[(i+m)!/(i!m!)] in (12K₀ − 4K₊ − 4K₋)c = 2√5(m+1)c. The neighbours contribute i/t and (i+1+m)t, so t + 1/t = 3 and 6 − 4t = 2√5:

t = (3−√5)/2 = 0.381966, 1/t − t = √5.

The norm is Σc_i² = (1−t²)^{−(m+1)}. At large a, (i+m)!/i! ≃ a^m and tⁱ = t^a t^{−(m+1)/2}, so c ≃ C t^a a^{m/2} with C² = [(1−t²)/t]^{m+1}/m! = 5^{(m+1)/2}/m!. Excited states follow from

T₊ = T₁ + iT₂ = ½(cosh β + 1)K₊ + ½(cosh β − 1)K₋ − K₀sinh β.

On a tail t^a × power, K₊ → a/t and K₋ → at, and (3 ± √5)/2 = t^{∓1}, so T₊ multiplies by a(t⁻² + t² − 2)/√5 = √5a. The squared norm of T₊^K on the ground state is K!(K+m)!/m!. Therefore

c ≃ C t^a a^{τ−½}, C² = 5^τ/[K!(K+m)!], 1 ≪ a ≪ n.

Barrier. For a of order n the links are W(a ± ½) with W = a(n−a) + O(1), and the recurrence is 4W₊c₊ + 4W₋c₋ = (12W − 4√5nτ)c up to O(1) terms. Put c = t^a G(a) with G slow. Order n² is t + 1/t = 3 again: at Λ = −n² the decay per step is the same across the whole barrier, −ln t = 0.962424 = arccosh(3/2), which is also what the classical Λ gives for imaginary φ at m = 0. Order n is −√5(4WG′ + 2W′G) = −4√5nτG, so G′/G = −W′/(2W) + τ[1/a + 1/(n−a)]. Matching to the well,

c ≃ C t^a a^{τ−½}[n/(n−a)]^{τ+½}.

Wronskian. Let c̃ be the mirror image of c and ψ± = (c ± c̃)/√2, with eigenvalues Λ±. Multiply the equation for ψ₋ by ψ₊, subtract the reverse and sum over sites up to M in the barrier. Interior links cancel and Σψ₊ψ₋ ≃ ½, so

Δ = Λ₋ − Λ₊ = 8w(c_M c̃_{M+1} − c_{M+1}c̃_M).

The powers of t are t^{n−1} and t^{n+1}, with difference √5tⁿ. The slow factors give W·G(a)G(n−a) = C²n^{2τ+1}, independent of a as they must be. Hence

Δ_{K,m} ≃ 8√5 n(√5n)^{2K+m+1} tⁿ/[K!(K+m)!], (5)

for n → ∞ at fixed K and m. The lower member is symmetric in the alternating signs, which is π_z = (−1)^{n−m−1}, as in section 4.

Next order for K = m = 0. Now a = i + ½, the links are w_i = i(n−i) exactly, w_i + w_{i+1} = 2a(n−a) − ½, and d = 6(w_i + w_{i+1}) − n² + 1. With ε = Λ + n² − 1 = 2√5n − 6 from (4), c_i = tⁱG_i, 4t = 6 − 2√5 and 4/t = 6 + 2√5,

6[w_{i+1}(G_{i+1}−G_i) − w_i(G_i−G_{i−1})] − 2√5[w_{i+1}G_{i+1} − w_iG_{i−1}] + εG_i = 0.

Let ξ = i/n, η = ξ(1−ξ), w_i = n²η, w_{i+1} = n²η + nη′ − 1. The first bracket is (ηG′)′ and the second is n(η′G + 2ηG′) − G + η′G′, to O(1). Order n gives 2ηG₀′ = (1−η′)G₀, G₀ = 1/(1−ξ). With G = G₀(1 + χ/n), order 1 divided by G₀ is

4√5ηχ′ = 6/(1−ξ) − 6 + 2√5 − 2√5(1−2ξ)/(1−ξ) = (6 + 2√5)ξ/(1−ξ),

χ = χ₀ + κξ/(1−ξ), κ = (3+√5)/(2√5) = 1/(√5t).

Normalising Σ(1−t²)t^{2i}(1 + 2i/n + 2χ₀/n) = 1 gives χ₀ = −t²/(1−t²) = −t/√5. In the Wronskian set ξ = (M+1)/n. The first product has arguments ξ − 1/n and 1 − ξ − 1/n, which multiplies it by 1 − 1/(nη); relative to √5 this is −κ/(nη). The two χ add to 2χ₀ + κ(1/η − 2). The η-dependence cancels, leaving −2(t + 1/t)/√5:

Δ₀₀ = 40n²tⁿ[1 − 6/(√5n) + O(1/n²)]. (6)

Multiprecision eigenvalues at n = 120, 240, 480 extrapolate to (5) within 0.2% for (K,m) = (0,0), (1,0), (0,1), (1,2), and give the slope −2.68328 against −6/√5 = −2.68328.

**9. Range of validity**

At m = 0 and large n the spread of the shell is about 5n²·γ²n²/16 and the gap to the next shell is about 1/n³, so shells stay apart while 5γ²n⁷/16 ≪ 1. The size of the second-order term follows classically from r → n²r, p → p/n, which turns H into n⁻² times a function of γn³; the diamagnetic series runs γ²n⁴, γ⁴n¹⁰. The full Hamiltonian gives a largest deviation from (2) of 0.131γ⁴n¹⁰ at n = 10 and 0.134γ⁴n¹⁰ at n = 20, where an n¹¹ law would put a factor near 2 between them. Reflection in z remains exact, so shell mixing moves both wells alike and changes only the tunnelling: at n = 10, γ²n⁷ = 0.01, the lowest splitting is 1.2047×10⁻⁹ hartree against 1.2079×10⁻⁹ hartree in first order, 0.3% lower.

**10. Worked example: nonrelativistic hydrogen, n = 20, m = 0, B = 2 T**

γ = 2/(2.350518×10⁵) = 8.5088×10⁻⁶, so γ²n⁷ = 0.0927 and γ²n⁶ = 0.0046. The unit in (2) is γ²n²/16 = 1.80998×10⁻⁹ hartree = 11.909 MHz, and the shift is this unit times 403 + Λ:

lowest: (403 − 315.661) × 11.909 = 1040.1 MHz,

top: (403 + 1510.802) × 11.90907 = 22791.6 MHz.

These values are for a fixed nucleus. With the proton mass, at m = 0 and zero pseudomomentum, the first-order shifts scale as μ⁻³ (μ the reduced mass in electron masses) and become 1041.8 MHz and 22828.9 MHz; the 37 MHz change at the top is comparable to the second-order term below. The spread of 21.75 GHz is 2.8% of the gap of 764.6 GHz to n = 21. The full Hamiltonian gives 1038.8 MHz and 22744.3 MHz. The largest deviation, 47.3 MHz at the top level, is 0.21% of that shift, and it falls by 15.93 when B is halved, close to the 16 of a γ⁴ term.

Six levels have Λ < 0, against 20 × 0.29517 = 5.90. Parities alternate, with the top even and the lowest odd, (−1)¹⁹.

Rotators. Formula (3) at k = 0 is 1600 − 89.443 + 1.125 − 0.875 = 1510.807 against 1510.802; k = 1, 2 give 1340.922 and 1180.036 against 1340.910 and 1180.032. The errors, at most 0.012, are a 1/n term whose coefficient, not derived here, is numerically small for these k (about 0.10, 0.21, 0.07). It changes sign after k = 2 and grows quickly, and at n = 20 the error reaches 0.12 at k = 4 and 0.54 at k = 6. The top state has weight 0.998 in λ = 19.

Vibrators. Formula (4) at K = 0 is −400 + 89.443 − 3 − 2 = −315.557 against −315.661. K = 1 gives −160.67 against −162.61 and −162.55. K = 2 gives −29.8 against −44.70 and −38.06, and fails. The error of (4) grows from 0.10 at K = 0 to about 1.9 at K = 1 and to 8.3 and 14.9 for the two K = 2 levels. Formula (4) holds for fixed K as n → ∞; its O(1/n) term was not derived, and it treats one well alone, while the K = 2 pair is already split by 6.64.

Splittings. Formula (5) gives 40 × 400 × t²⁰ = 6.992×10⁻⁵. The factor 1 − 2.68328/20 = 0.8658 of (6) turns it into 6.054×10⁻⁵, 0.07% below the exact 6.058×10⁻⁵, which is 721 Hz. For K = 1 and 2 the exact values are 0.0626 (0.746 MHz) and 6.64 (79.1 MHz), while (5) gives 0.140 and 69.9, too large by factors 2.2 and 10.5; at n = 20 the leading form serves only K = 0. Across the separatrix the spacings are uneven: levels 5 to 8 are separated by 66.2, 48.3 and 67.6. That the short step is a remnant of the pairing is a conjecture. The 721 Hz is a first-order value; shell mixing in the full Hamiltonian lowers it by 2.5%, to 703 Hz.

Fragility. In the lowest doublet |⟨+|A_z|−⟩| = 18.61, close to n − 1 = 19, the largest |A_z| on the shell, so |⟨+|z|−⟩| = 30 × 18.61 = 558.3 bohr. An electric field F along z adds an off-diagonal element 558.3F to the two-level problem and competes with the splitting when F equals the splitting over twice the dipole, 5.05×10⁻⁵ V/m with the first-order values of both. A much stronger field localises the electron on one side of the nucleus. Relativistic terms have the scale α²/n³ = 43.8 MHz and depend on l, while the two members contain only odd or only even l. The differential shift is far below that scale but is not exponentially small in n. The mass-velocity and Darwin terms alone lower the even member against the odd one by 9.5 kHz at n = 20, 320 Hz at n = 40 and 10 Hz at n = 80, roughly as n⁻⁵; at n = 20 this outweighs the 721 Hz and reverses the order of the pair. Spin-orbit coupling and the radiative shift of the s component are left out of these figures. So (5) and (6) are statements about the first-order levels of the spinless nonrelativistic Hamiltonian of section 1. The numerical check follows below.

Table of computed values

```
t = 0.381966, -ln t = 0.962424, 1/sqrt5 = 0.447214
separatrix cone angle = 26.5651 deg
vibrator fraction: formula 0.29517, n=2000 count 0.29500
1/n slope of ln(split ratio): -2.68328, -6/sqrt5 = -2.68328
n = 20, m = 0, B = 2.0 T, B0 = 2.350518e+05 T
gamma = 8.508764e-06 a.u.
gamma^2 n^7 = 0.09267, gamma^2 n^6 = 0.004634
gamma^2 n^2/16 = 1.809977e-09 hartree = 11.90907 MHz
shell gap n to n+1 = 764.646 GHz
states with Lam<0: 6, n*fraction = 5.903
level  0: pi_z -1, Lam -315.661151, shift 1040.125 MHz
level  1: pi_z +1, Lam -315.661091, shift 1040.126 MHz
level  2: pi_z -1, Lam -162.613468, shift 2862.781 MHz
level  3: pi_z +1, Lam -162.550826, shift 2863.527 MHz
level  4: pi_z -1, Lam -44.699376, shift 4267.029 MHz
level  5: pi_z +1, Lam -38.055108, shift 4346.156 MHz
level  6: pi_z -1, Lam 28.118436, shift 5134.222 MHz
level  7: pi_z +1, Lam 76.400824, shift 5709.220 MHz
level  8: pi_z -1, Lam 144.001179, shift 6514.278 MHz
level  9: pi_z +1, Lam 221.243524, shift 7434.163 MHz
level 10: pi_z -1, Lam 308.525486, shift 8473.610 MHz
level 11: pi_z +1, Lam 405.370701, shift 9626.947 MHz
level 12: pi_z -1, Lam 511.582064, shift 10891.826 MHz
level 13: pi_z +1, Lam 627.036009, shift 12266.776 MHz
level 14: pi_z -1, Lam 751.653472, shift 13750.855 MHz
level 15: pi_z +1, Lam 885.381450, shift 15343.431 MHz
level 16: pi_z -1, Lam 1028.183186, shift 17044.068 MHz
level 17: pi_z +1, Lam 1180.032470, shift 18852.452 MHz
level 18: pi_z -1, Lam 1340.910172, shift 20768.357 MHz
level 19: pi_z +1, Lam 1510.802047, shift 22791.612 MHz
vibrator formula K=0: Lam -315.557
vibrator formula K=1: Lam -160.672
vibrator formula K=2: Lam -29.786
rotator formula k=0: Lam 1510.807
rotator formula k=1: Lam 1340.922
rotator formula k=2: Lam 1180.036
weight of lambda=19 in top state = 0.99832
split K=0: 6.05816e-05, leading 6.99221e-05, 7.21470e+02 Hz
split K=1: 6.26411e-02, leading 1.39844e-01, 7.45998e+05 Hz
split K=2: 6.64427e+00, leading 6.99221e+01, 7.91271e+07 Hz
split K=0 with 1/n factor: 6.05411e-05
full H: lowest 1038.830 MHz, top 22744.313 MHz
max |full - first order| = 47.299 MHz, ratio B to B/2 = 15.928
deviation/(gamma^4 n^10): n=10 0.1314, n=20 0.1339
n=10, gamma^2 n^7=0.01, split: full 1.20467e-09 hartree
n=10, gamma^2 n^7=0.01, split: first order 1.20792e-09 hartree
K=0 doublet: |<+|Az|->| = 18.6100, |<+|z|->| = 558.30 bohr
mixing field split/(2 dipole) = 5.0497e-05 V/m
alpha^2/n^3 = 43.80 MHz
```
